**Hooke's atom at k = 1/4: program and output**

Two electrons with spring constant \(k=\omega^2\) and Coulomb repulsion \(1/r_{12}\) have, at \(k=1/4\), the ground state \((1+r_{12}/2)\,e^{-(r_1^2+r_2^2)/4}\) with energy 2 hartree. Here \(r_1\) and \(r_2\) are the distances of the electrons from the centre and \(r_{12}\) is the distance between them. The program asserts the separation into centre-of-mass and relative motion, and the recurrence for the series coefficients, by symbolic algebra. It asserts that the terminating solutions at \(\omega=1/2\) and \(\omega=1/10\) agree with the lowest levels found by diagonalization on a radial grid. It applies the Cartesian Hamiltonian to the wavefunction at 20 random points and asserts that the local energy is 2 hartree at each. Quadrature over \(r_1\), \(r_2\) and \(r_{12}\) confirms the closed forms for the repulsion and spring energies, the total energy and the virial relation. The output gives 0.664 hartree of kinetic, 0.888 of spring and 0.447 of repulsion energy. For \(\omega=1\) it shows a bound state whose series does not terminate: at 5 bohr the even and odd parts, about −146 and 149, cancel to 3.0.

## Program and output

```python
"""Hooke's atom: two electrons in a spring potential, Hartree atomic units.

H = -1/2 Lap_1 - 1/2 Lap_2 + (k/2)(r1^2 + r2^2) + 1/r12,  k = omega^2.
Result under test: for k = 1/4 the ground state is
    Psi = (1 + r12/2) exp(-(r1^2 + r2^2)/4),  E = 2 hartree.
R = (r1 + r2)/2 is the centre of mass, r = r1 - r2 the relative vector.
eps is the energy of the relative motion, with Hamiltonian
    -Lap_r + omega^2 r^2/4 + 1/r,
and its s states are exp(-omega r^2/4) f(r), f = sum a_n r^n.
A nonterminating series is examined at omega = 1.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal

# ---------- separation of the Hamiltonian, on a non-product function ----------
q = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
C = sp.symbols("X Y Z", real=True)
S = sp.symbols("sx sy sz", real=True)
to_cartesian = {C[i]: (q[i] + q[i + 3]) / 2 for i in range(3)}
to_cartesian.update({S[i]: q[i] - q[i + 3] for i in range(3)})
G = C[0]**2*S[1] + C[0]*S[0]**3 + C[1]*S[1]*S[2]**2 + C[2]**2*S[2]**2
kin_separated = (-sum(sp.diff(G, c, 2) for c in C) / 4
                 - sum(sp.diff(G, s, 2) for s in S)).subs(to_cartesian)
G_cartesian = G.subs(to_cartesian)
kin_cartesian = -sum(sp.diff(G_cartesian, v, 2) for v in q) / 2
assert sp.expand(kin_separated - kin_cartesian) == 0
squares = (2*sum(c**2 for c in C) + sum(s**2 for s in S)/2).subs(to_cartesian)
assert sp.expand(squares - sum(v**2 for v in q)) == 0

# ---------- centre-of-mass ground state ----------
w, eps, r = sp.symbols("omega epsilon r", positive=True)
cm = sp.exp(-w * sum(c**2 for c in C))
cm_energy = (-sum(sp.diff(cm, c, 2) for c in C) / 4 / cm
             + w**2 * sum(c**2 for c in C))
assert sp.simplify(cm_energy - 3*w/2) == 0

# ---------- recurrence, from the radial Hamiltonian itself ----------
a = sp.symbols("a0:8")
gauss = sp.exp(-w * r**2 / 4)
phi = gauss * sum(a[n] * r**n for n in range(8))
residual = (-(sp.diff(phi, r, 2) + 2*sp.diff(phi, r)/r)
            + (w**2*r**2/4 + 1/r - eps)*phi)
poly = sp.expand(sp.simplify(sp.expand(residual / gauss)) * r)
assert sp.expand(poly.coeff(r, 0) + 2*a[1] - a[0]) == 0
for n in range(5):
    rule = (n+2)*(n+3)*a[n+2] - a[n+1] + (eps - 3*w/2 - n*w)*a[n]
    assert sp.expand(poly.coeff(r, n + 1) + rule) == 0


def coefficients(omega, energy, top):
    """Series coefficients a_0..a_top with a_0 = 1."""
    c = [1, omega * 0 + sp.Rational(1, 2) if isinstance(omega, sp.Basic)
         else 0.5]
    for n in range(top - 1):
        shift = energy - 3*omega/2 - n*omega
        c.append((c[n+1] - shift*c[n]) / ((n+2)*(n+3)))
    return c


def relative_levels(omega, ell=0, points=2000):
    """Two lowest relative energies: radial grid, extrapolated in h^2."""
    length = 20 / np.sqrt(2*omega)
    found = []
    for m in (points, 2*points):
        h = length / m
        x = h * np.arange(1, m)
        diagonal = 2/h**2 + omega**2*x**2/4 + 1/x + ell*(ell+1)/x**2
        found.append(eigh_tridiagonal(diagonal, -np.ones(m-2)/h**2,
                                      eigvals_only=True, select="i",
                                      select_range=(0, 1)))
    return (4*found[1] - found[0]) / 3


# ---------- termination conditions against diagonalization ----------
terminating = {}
for N in (1, 2):
    c = coefficients(w, w*(N + sp.Rational(3, 2)), N + 1)
    roots = sp.solve(sp.expand(c[N+1]), w)
    assert len(roots) == 1
    om = roots[0]
    values = [sp.sympify(t).subs(w, om) for t in c[:N+1]]
    assert all(v > 0 for v in values)
    numeric = 1.5*float(om) + relative_levels(float(om))[0]
    exact = om*(N + 3)
    assert abs(numeric - float(exact)) < 1e-6
    terminating[N] = (om, exact, numeric, values)
assert terminating[1][0] == sp.Rational(1, 2) and terminating[1][1] == 2
assert terminating[1][3] == [1, sp.Rational(1, 2)]

s_levels = relative_levels(0.5)
p_levels = relative_levels(0.5, ell=1)
assert p_levels[0] > s_levels[0] + 0.01
excited_index = s_levels[1]/0.5 - 1.5
assert abs(excited_index - round(excited_index)) > 1e-3

# ---------- six-dimensional Cartesian check and ground-state identity ----------
r12 = sp.sqrt(sum((q[i] - q[i+3])**2 for i in range(3)))
rsq = sum(v**2 for v in q)
Psi = (1 + r12/2) * sp.exp(-rsq/4)


def apply_H(F):
    return -sum(sp.diff(F, v, 2) for v in q)/2 + (rsq/8 + 1/r12)*F


chi = 1 + q[0]*q[4] + q[2]**2
left = apply_H(Psi*chi) - 2*Psi*chi
right = -sum(sp.diff(Psi**2*sp.diff(chi, v), v) for v in q) / (2*Psi)
evaluate = sp.lambdify(q, [apply_H(Psi)/Psi, left, right], "numpy")
rng = np.random.default_rng(4)
local_energies = []
for point in rng.normal(size=(20, 6)):
    e_loc, lhs, rhs = evaluate(*point)
    local_energies.append(e_loc)
    assert abs(e_loc - 2) < 1e-9
    assert abs(lhs - rhs) < 1e-9
local_spread = max(abs(e - 2) for e in local_energies)

# ---------- a bound state whose series does not terminate ----------
eps_one = relative_levels(1.0)[0]
index_one = eps_one - 1.5
assert abs(index_one - round(index_one)) > 1e-3
r_far = 5.0


def even_odd(energy):
    c = np.array(coefficients(1.0, energy, 200), dtype=float)
    terms = c * r_far**np.arange(201)
    return terms[::2].sum(), terms[1::2].sum(), c


even, odd, c_one = even_odd(eps_one)
even_off, odd_off, _ = even_odd(eps_one + 0.1)
growth_ratio = c_one[200]/c_one[198]*198
assert abs(growth_ratio - 1) < 0.05      # corrections are of order 6/n
assert abs(even + odd) < 0.05*abs(even)
assert abs(even_off + odd_off) > 5*abs(even + odd)

# ---------- energy parts: quadrature over r1, r2, r12 ----------
node, weight = np.polynomial.legendre.leggauss(60)
unit, wu = (node + 1)/2, weight/2
A, T, U = np.meshgrid(12*unit, unit, unit, indexing="ij")
W = 12*wu[:, None, None]*wu[None, :, None]*wu[None, None, :]
B = A*T                                  # r2 < r1, the other half is equal
D = A - B + 2*B*U                        # r12 from r1-r2 to r1+r2
measure = 2 * 8*np.pi**2 * W * A * (2*B) * A*B*D
gauss2 = np.exp(-(A**2 + B**2)/2)
f = 1 + D/2
density = measure*gauss2*f**2
norm = density.sum()
repulsion = (density/D).sum()/norm
spring = (density*(A**2 + B**2)/8).sum()/norm
mean_sq = (density*D**2).sum()/norm
gradient_sq = (A**2 + B**2)*f**2/4 + 0.5 - f*D/2
kinetic = (measure*gauss2*gradient_sq).sum()/(2*norm)
gauss_repulsion = (measure*gauss2/D).sum()/(measure*gauss2).sum()

root_pi = np.sqrt(np.pi)
den = 8 + 5*root_pi
repulsion_formula = (4 + 2*root_pi)/den
mean_sq_formula = (64 + 42*root_pi)/den
spring_formula = 3*0.5/4 + 0.25*mean_sq_formula/4
norm_formula = 4*np.pi*den*np.pi**1.5
assert abs(norm/norm_formula - 1) < 1e-9
assert abs(repulsion - repulsion_formula) < 1e-9
assert abs(mean_sq - mean_sq_formula) < 1e-8
assert abs(spring - spring_formula) < 1e-9
assert abs(kinetic + spring + repulsion - 2) < 1e-9
assert abs(2*kinetic - 2*spring + repulsion) < 1e-9
assert abs(gauss_repulsion - 1/root_pi) < 1e-9
gauss_energy = 1.5 + gauss_repulsion
assert gauss_energy > 2

# ---------- output ----------
hartree_eV = physical_constants["Hartree energy in eV"][0]
om1, E1, E1_grid, a1 = terminating[1]
om2, E2, E2_grid, a2 = terminating[2]
print("Degree 1: omega =", om1, "a.u., k =", om1**2, "a.u.")
print("Degree 1: coefficients a0, a1 =", a1)
print("Degree 1: total energy =", E1, "hartree")
print(f"Degree 1: total energy = {float(E1)*hartree_eV:.4f} eV")
print(f"Degree 1: energy from radial grid = {E1_grid:.7f} hartree")
print(f"Degree 1: relative energy from grid = {s_levels[0]:.7f} hartree")
print("Degree 2: omega =", om2, "a.u., k =", om2**2, "a.u.")
print("Degree 2: coefficients a0, a1, a2 =", a2)
print("Degree 2: total energy =", E2, "hartree")
print(f"Degree 2: energy from radial grid = {E2_grid:.7f} hartree")
print(f"Largest |H Psi/Psi - 2| at 20 points = {local_spread:.1e} hartree")
print("At k = 1/4:")
print(f"  lowest relative p level = {p_levels[0]:.5f} hartree")
print(f"  second relative s level = {s_levels[1]:.5f} hartree")
print(f"  its eps/omega - 3/2 = {excited_index:.4f} (no unit)")
print(f"  norm integral of Psi^2 = {norm:.4f} bohr^6")
print(f"  kinetic energy = {kinetic:.6f} hartree")
print(f"  spring energy = {spring:.6f} hartree")
print(f"  repulsion energy = {repulsion:.6f} hartree")
print(f"  sum of the three = {kinetic+spring+repulsion:.6f} hartree")
print(f"  2T = {2*kinetic:.6f} hartree")
print(f"  2V_spring - V_rep = {2*spring-repulsion:.6f} hartree")
print(f"  mean r12^2 = {mean_sq:.5f} bohr^2")
print(f"  rms r12 = {np.sqrt(mean_sq):.5f} bohr")
print(f"  plain Gaussian: repulsion = {gauss_repulsion:.6f} hartree")
print(f"  plain Gaussian: energy = {gauss_energy:.6f} hartree")
print(f"  gain from 1 + r12/2 = {gauss_energy-2:.6f} hartree")
print("At omega = 1 a.u. (series does not terminate):")
print(f"  relative ground energy = {eps_one:.6f} hartree")
print(f"  total ground energy = {1.5+eps_one:.6f} hartree")
print(f"  eps/omega - 3/2 = {index_one:.4f} (no unit)")
print(f"  n a(n+2)/(omega a(n)) at n = 198: {growth_ratio:.4f}")
print(f"  at r = {r_far:.0f} bohr, even part of f = {even:.2f}")
print(f"  at r = {r_far:.0f} bohr, odd part of f = {odd:.2f}")
print(f"  at r = {r_far:.0f} bohr, f = {even+odd:.2f}")
print(f"  same f with eps raised by 0.1 hartree = {even_off+odd_off:.2f}")
print("all assertions hold")
```

Output:

```
Degree 1: omega = 1/2 a.u., k = 1/4 a.u.
Degree 1: coefficients a0, a1 = [1, 1/2]
Degree 1: total energy = 2 hartree
Degree 1: total energy = 54.4228 eV
Degree 1: energy from radial grid = 2.0000000 hartree
Degree 1: relative energy from grid = 1.2500000 hartree
Degree 2: omega = 1/10 a.u., k = 1/100 a.u.
Degree 2: coefficients a0, a1, a2 = [1, 1/2, 1/20]
Degree 2: total energy = 1/2 hartree
Degree 2: energy from radial grid = 0.5000000 hartree
Largest |H Psi/Psi - 2| at 20 points = 8.9e-16 hartree
At k = 1/4:
  lowest relative p level = 1.60966 hartree
  second relative s level = 2.19012 hartree
  its eps/omega - 3/2 = 2.8802 (no unit)
  norm integral of Psi^2 = 1179.9149 bohr^6
  kinetic energy = 0.664418 hartree
  spring energy = 0.888139 hartree
  repulsion energy = 0.447443 hartree
  sum of the three = 2.000000 hartree
  2T = 1.328835 hartree
  2V_spring - V_rep = 1.328835 hartree
  mean r12^2 = 8.21023 bohr^2
  rms r12 = 2.86535 bohr
  plain Gaussian: repulsion = 0.564190 hartree
  plain Gaussian: energy = 2.064190 hartree
  gain from 1 + r12/2 = 0.064190 hartree
At omega = 1 a.u. (series does not terminate):
  relative ground energy = 2.230121 hartree
  total ground energy = 3.730121 hartree
  eps/omega - 3/2 = 0.7301 (no unit)
  n a(n+2)/(omega a(n)) at n = 198: 0.9713
  at r = 5 bohr, even part of f = -145.78
  at r = 5 bohr, odd part of f = 148.78
  at r = 5 bohr, f = 3.00
  same f with eps raised by 0.1 hartree = -285.06
all assertions hold
```
